# Range-separated exchange kernel from a Gaussian model of dielectric screening, part 2

A dielectric-dependent hybrid functional weakens Fock exchange by the screening of the other electrons. The screening model is static and homogeneous:

$$\epsilon^{-1}(q)=1-s\,e^{-q^2/(4\mu^2)},\qquad s=1-\frac1\varepsilon .\tag{1}$$

Here $\varepsilon$ is the electronic dielectric constant with the nuclei fixed, and $\mu$ is an inverse length. The screened interaction is $W(q)=4\pi\epsilon^{-1}(q)/q^2$, or in real space

$$W(r)=\frac{1-s\,\mathrm{erf}(\mu r)}{r}.\tag{3}$$

The fraction $rW$ falls from 1 to $1/\varepsilon$. At contact,

$$W(r)-\frac1r\;\to\;-\frac{2s\mu}{\sqrt\pi}\qquad(r\to0).\tag{6}$$

At small $q$, $W(q)$ is $4\pi/(\varepsilon q^2)$ plus the finite part $\pi s/\mu^2$.

For an interaction $w(r)$ with transform $w(q)$, $E^{\rm F}[w]$ is the Fock exchange energy. The hybrid adds a semilocal (sl) complement for the long-range interaction:

$$E_x=E^{\rm F}\!\left[\frac{\mathrm{erfc}(\mu r)}{r}\right]+\frac1\varepsilon E^{\rm F}\!\left[\frac{\mathrm{erf}(\mu r)}{r}\right]+s\,E_x^{\rm sl}\!\left[\frac{\mathrm{erf}(\mu r)}{r}\right].\tag{9}$$

A semilocal correlation energy is added. The long-range (lr) interaction $\mathrm{erf}(\mu r)/r$ has the transform $4\pi e^{-q^2/(4\mu^2)}/q^2$.

The algebra uses Hartree atomic units, and Fourier integrals over $\mathbf q$ carry $d^3q/(2\pi)^3$. Numbers are in nm and eV unless bohr is stated, with $e^2/(4\pi\varepsilon_0)=1.44$ eV nm. The rough silicon-like parameters are $\varepsilon=12$, $\mu=12$ nm$^{-1}$, valence density $n=200$ nm$^{-3}$ and neighbour distance $d=0.235$ nm, so $s=0.917$.

Part (g) asks for the complement in an unpolarized uniform gas with Fermi wave number $k_F$: the share $R$ of the exchange energy that comes from $\mathrm{erf}(\mu r)/r$, and the corresponding potential. Its solution follows.

**Solution.** In the gas the orbitals are plane waves with $k<k_F$. The exchange energy per volume, summed over both spins, is

$$-\iint_{k,k'<k_F}\frac{d^3k\,d^3k'}{(2\pi)^6}\,w(|\mathbf k-\mathbf k'|).\tag{10}$$

For a fixed difference $\mathbf q$, the allowed $\mathbf k$ fill the overlap of two Fermi spheres whose centres are $q$ apart. The overlap consists of two caps of height $h=k_F-q/2$, each of volume $\pi h^2(3k_F-h)/3$. Together they give

$$\frac{2\pi}{3}\Big(k_F-\frac q2\Big)^2\Big(2k_F+\frac q2\Big)=\frac{4\pi k_F^3}{3}\left[1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}\right]$$

for $q<2k_F$, and zero beyond. The density is $n=2\,(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$, so the overlap divided by $(2\pi)^3$ is $n/2$ times the bracket. Insert the long-range interaction, divide by $n$, and use $\frac12\cdot4\pi\cdot4\pi/(2\pi)^3=1/\pi$. With $q=2k_Ft$ and $b=k_F/\mu$ the energy per electron is

$$e_x^{\rm lr}=-\frac{2k_F}{\pi}\int_0^1\Big(1-\frac{3t}2+\frac{t^3}2\Big)e^{-b^2t^2}dt .$$

Without the Gaussian the integral is $1-\frac34+\frac18=\frac38$, which gives the full exchange energy $-3k_F/(4\pi)$. The share $R$ is therefore $\frac83$ times the integral. The three pieces are elementary:

$$\int_0^1e^{-b^2t^2}dt=\frac{\sqrt\pi\,\mathrm{erf}(b)}{2b},\qquad\int_0^1t\,e^{-b^2t^2}dt=\frac{1-e^{-b^2}}{2b^2},$$

and, with $u=t^2$ and one integration by parts,

$$\int_0^1t^3e^{-b^2t^2}dt=\frac12\int_0^1u\,e^{-b^2u}du=\frac{1-(1+b^2)e^{-b^2}}{2b^4}.$$

Hence

$$R=\frac83\left[\frac{\sqrt\pi\,\mathrm{erf}(b)}{2b}-\frac{3(1-e^{-b^2})}{4b^2}+\frac{1-(1+b^2)e^{-b^2}}{4b^4}\right].\tag{11}$$

For the potential, differentiate (10) with respect to $k_F$. Both integration limits contribute equally, which gives a factor 2 and fixes one wave vector on the Fermi surface. Since $dn/dk_F=k_F^2/\pi^2=2\cdot4\pi k_F^2/(2\pi)^3$, division by it leaves

$$v_x^{\rm lr}=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,w(|\mathbf k-\mathbf k'|),\qquad|\mathbf k|=k_F .$$

Set $\mathbf k'=\mathbf k-\mathbf q$. The condition $k'<k_F$ becomes $\cos\theta>q/(2k_F)$, which a fraction $\frac12[1-q/(2k_F)]$ of all directions satisfies. The radial prefactor is again $2/\pi$, so

$$v_x^{\rm lr}=-\frac{2k_F}\pi\int_0^1(1-t)e^{-b^2t^2}dt=-\frac{2k_F}\pi\left[\frac{\sqrt\pi\,\mathrm{erf}(b)}{2b}-\frac{1-e^{-b^2}}{2b^2}\right].\tag{12}$$

In the local-density approximation these expressions are used with the local $k_F$, and $s\,v_x^{\rm lr}$ is added to the nonlocal operator.

For $n=200$ nm$^{-3}$, $k_F=18.1$ nm$^{-1}$ and $b=18.1/12=1.51$. The full exchange energy is $-6.22$ eV per electron and $R=0.812$. The semilocal term then carries $sR=0.9167\times0.8121=0.744$ of the exchange energy, and the nonlocal term the remaining 0.256. Although short-range exchange enters with weight one, about three quarters of the exchange energy of this gas rests on the semilocal complement. The potential (12) is $-6.155$ eV, of which the functional adds $0.917\times6.155=5.6$ eV with a negative sign.

### (h) What does screening do to orbitals and to an added charge?

*Compare exchange integrals on one site and between neighbours, and relate the contact value of $W$ to the Coulomb hole.*

**Solution.** Take normalized orbitals $\phi\propto e^{-\kappa r^2}$ with $\kappa=0.2$ bohr$^{-2}$, a simple choice of shape. The density $\phi^2$ is a normalized Gaussian with transform $e^{-q^2/(8\kappa)}$. Its self-repulsion with $W$ is

$$K=\frac2\pi\int_0^\infty\epsilon^{-1}(q)\,e^{-q^2/(4\kappa)}dq=2\sqrt{\frac\kappa\pi}\left[1-\frac{s\mu}{\sqrt{\mu^2+\kappa}}\right],$$

because $\int_0^\infty e^{-q^2/(4A)}dq=\sqrt{\pi A}$, and the two Gaussians combine to $1/A=1/\mu^2+1/\kappa$. With $\mu=0.635$ bohr$^{-1}$ the bracket is 0.25, and the integral falls from 13.7 to 3.4 eV.

For two such orbitals a distance $d$ apart, the product $\phi_a\phi_b$ is the same Gaussian density, centred at the midpoint and multiplied by the overlap $S=e^{-\kappa d^2/2}$. The neighbour exchange integral is therefore $S^2K$. It falls from 0.266 to 0.067 eV, again by the factor 0.25 and not by $1/\varepsilon=0.083$. An exchange integral is the self-repulsion of an overlap density, so the size and shape of that density decide the screening. For these orbitals the shape is the same at every distance, and the distance between the atoms does not enter the factor. They are not orthogonal, however. The overlap density of orthogonal orbitals has no net charge, so its long-wave part, which is screened most, is suppressed. The factor 0.25 therefore does not carry over to them, and exchange between them is screened less. For an s and a p orbital with the same $\kappa$ on one site, the squared transform of the overlap density gains a factor $q^2$, and the screening factor becomes $1-s\,[\mu^2/(\mu^2+\kappa)]^{3/2}=0.50$.

The contact value has another use. If a point charge is built up gradually from 0 to 1, the induced potential at its position grows in proportion to it, and the polarization energy is half the final value:

$$\Delta=\frac12\lim_{r\to0}\left[W-\frac1r\right]=-\frac{s\mu}{\sqrt\pi}.\tag{13}$$

This is the Coulomb-hole term of the static screened-exchange plus Coulomb-hole approximation to the self-energy. Here it is $-17.87/2=-8.9$ eV. In the homogeneous model it is the same constant for all states. The hybrid (9) keeps the screened exchange of that approximation but has semilocal functionals in place of (13), so the two are related and not identical.

### (i) How large are the effects that the model leaves out?

*Estimate the consequences of the wrong large-$q$ tail, of static screening, and of mobile carriers.*

**Solution.** At large $q$ the electrons respond as if free. A static potential of wave vector $\mathbf q$ mixes state $\mathbf k$ with $\mathbf k\pm\mathbf q$, at energy cost $q^2/2\pm\mathbf k\cdot\mathbf q\approx q^2/2$. First-order perturbation theory gives two equal terms per electron, so the density response is $\chi\approx-2n/(q^2/2)=-4n/q^2$. Hence

$$1-\epsilon^{-1}(q)=-\frac{4\pi}{q^2}\chi\to\frac{16\pi n}{q^4},$$

a power law where (1) has a Gaussian. A model with this tail, and with the value and curvature of (1) at $q=0$, is

$$1-\epsilon^{-1}(q)=\frac{s}{1+q^2/(4\mu^2)+s\,q^4/(16\pi n)} .$$

It changes the Coulomb hole from $-8.9$ to $-8.4$ eV, or 6% of the Gaussian value. At the neighbour distance it gives $rW=0.073$, which is 13% below the Gaussian result and also below $1/\varepsilon$. The denominator explains how this can happen. In atomic units its coefficients are 0.62 for $q^2$ and 0.62 for $q^4$, so its discriminant as a quadratic in $q^2$ is negative. The poles in $q$ are complex, and $rW$ approaches $1/\varepsilon$ through damped oscillations. This behaviour belongs to the chosen interpolation as a whole. The tail alone does not fix it, and another function with the same tail can give a fraction above $1/\varepsilon$ at the neighbour distance.

For dynamical screening, let each $q$ have one density oscillation of frequency $\tilde\omega$:

$$\epsilon^{-1}(q,\omega)=1-\frac{\omega_p^2}{\tilde\omega^2-\omega^2},\qquad\omega_p^2=4\pi n,\qquad\tilde\omega^2=\frac{\omega_p^2}{s}\,e^{q^2/(4\mu^2)} .$$

The last relation makes the static limit equal to (1). The exponential growth of $\tilde\omega$ at large $q$ is inherited from the Gaussian; with the correct tail $16\pi n/q^4$ in its place, $\tilde\omega$ would tend to the free-electron energy $q^2/2$. Here $\omega_p=16.6$ eV. In second-order perturbation theory a slow added electron lowers its energy by (coupling)$^2/(\tilde\omega+q^2/2)$ for each $q$, where $q^2/2$ is its recoil energy. Without recoil the sum must return (13), which fixes the coupling. The static integrand is thus multiplied by $\tilde\omega/(\tilde\omega+q^2/2)$:

$$\Delta_{\rm dyn}=-\frac1\pi\int_0^\infty s\,e^{-q^2/(4\mu^2)}\,\frac{\tilde\omega}{\tilde\omega+q^2/2}\,dq=-7.0\ \mathrm{eV}.$$

The static value is 2.0 eV deeper. The size depends on the choice of $\tilde\omega$: with the correct-tail interpolation in place of the Gaussian the difference is about 1.7 eV. This measures an absolute shift with free-electron recoil and no occupied states; it is not an error of a band gap.

Exchange between states of different energy feels $\epsilon^{-1}$ at that energy difference. For 5 eV and $q\to0$ the pole model gives a fraction of 0.0003 instead of 0.083. The near-zero is a coincidence of the numbers: the fraction vanishes at $\omega=\omega_p/\sqrt{\varepsilon-1}=5.0$ eV, where the undamped model has its absorption line. At long wavelengths the static $1/\varepsilon$ therefore requires energy differences well below 5 eV. States of different energy are orthogonal, however, so their overlap density has little weight at small $q$, and at larger $q$ the pole lies higher. For the s–p overlap density of part (h) the factor falls only from 0.50 to about 0.47 at 5 eV and to about 0.36 at 10 eV, the latter a difference typical of a state at the band edge and one deep in the valence band.

Mobile carriers of density $n_c$ add a classical screening charge. Linearized Boltzmann statistics in Poisson's equation multiply the long-range part by $e^{-r/\lambda}$, with $\lambda^2=\varepsilon_0\varepsilon k_BT/(e^2n_c)$ in SI units. For $10^{18}$ cm$^{-3}$ at 300 K, $\lambda=4.1$ nm. The carriers fill 3% of the effective band states (for a rough density-of-states mass of 1.1), so Boltzmann occupations are adequate. The wave nature of the carriers still weakens their response at distances below their thermal wavelength of several nm, which the classical formula ignores. The factor is 0.94 at the neighbour distance and 0.79 at 1 nm. Linearization needs $1.44/(\varepsilon r)$ eV below $k_BT\approx0.026$ eV, that is $r$ above about 5 nm, and a sphere of radius $\lambda$ holds only about 0.3 carriers, so these two factors are rough sizes for static charges and no more. For exchange there is a stricter limit. At long wavelengths the carriers respond no faster than their own plasma oscillation, whose energy is $16.6\sqrt{n_c/(n\,\varepsilon\,m^*)}\approx0.02$ eV for a rough conductivity mass $m^*=0.26$ in free-electron masses. At shorter wavelengths they can respond at higher energies, but more and more weakly as the energy grows. Exchange between states that differ by much more than 0.02 eV is therefore hardly changed by them.

### (j) What does this say about real silicon?

*Set the model beside the material.*

**Solution.** The dielectric constant, valence density and bond length used here are typical of silicon to the accuracy of round numbers. The value of $\mu$ is less certain, because it depends on which feature of the screening is fitted. Silicon is nonpolar, so lattice vibrations do not add a large ionic part to $\varepsilon$; in a polar gate oxide they do, and (1) omits them. A device breaks the assumption of a pure, uniform medium. At the carrier density above, the linearized static formula would lower the long-range fraction at 1 nm from 0.083 to about $0.0833\times0.785=0.065$. This rough figure could apply only to exchange between states of nearly equal energy; for energy differences well above 0.02 eV the carriers follow only weakly, and the fraction stays close to its undoped value. Near an oxide interface or in a film a few nanometres thick, $W$ depends on position, and one pair $(\varepsilon,\mu)$ cannot describe both sides. That effect and the local fields of the crystal are not estimated here. The numerical output lists the values used with further digits.

## Computed values

```
Input dielectric constant: 12
Input mu: 12 1/nm
mu converted: 0.635 1/bohr
Input valence density: 200 1/nm^3
Input neighbour distance: 0.235 nm
Long-range exchange fraction 1/eps: 0.08333
Screening amplitude s: 0.9167
Exchange fraction r*W at 0.050 nm: 0.4465
Kernel W at 0.050 nm: 12.86 eV
Exchange fraction r*W at 0.100 nm: 0.1655
Kernel W at 0.100 nm: 2.384 eV
Exchange fraction r*W at 0.235 nm: 0.08339
Kernel W at 0.235 nm: 0.511 eV
Exchange fraction r*W at 0.500 nm: 0.08333
Kernel W at 0.500 nm: 0.24 eV
Distance of midway fraction: 0.03974 nm
Contact limit of W-1/r: -17.87 eV
Finite small-q part: 0.0288 eV nm^3
Fermi wave number of uniform gas: 18.09 1/nm
Ratio b = k_F/mu: 1.508
Full uniform-gas exchange per electron: -6.219 eV
Long-range share R: 0.8121
Semilocal share s*R: 0.7444
Nonlocal share 1-s*R: 0.2556
Long-range local exchange potential: -6.155 eV
Model orbital exponent: 0.2 1/bohr^2
On-site integral, bare: 13.73 eV
On-site integral, screened: 3.44 eV
Neighbour exchange, bare: 0.2659 eV
Neighbour exchange, screened: 0.06662 eV
Coulomb-hole shift, Gaussian static: -8.937 eV
Coulomb-hole shift, correct-tail model: -8.43 eV
Neighbour fraction r*W, correct-tail model: 0.07268
Plasmon energy: 16.61 eV
Coulomb-hole shift, with recoil: -6.977 eV
Input energy transfer: 5 eV
Long-wave fraction at that transfer: 0.0002533
Input carrier density: 1e+18 1/cm^3
Input temperature: 300 K
Input density-of-states mass: 1.1 free electron masses
Carrier screening length: 4.141 nm
Carrier density / effective band states: 0.03454
Carrier factor at neighbour distance: 0.9448
Carrier factor at 1 nm: 0.7854
```
